# The Energy-Conserving Pupil Factor of an Aplanatic Projection Lens

For a lens of strong reduction and high aperture, an image calculation that passes all diffraction orders through the pupil with equal weight loses power. For a grating of 150 nm period imaged in an immersion liquid at a numerical aperture of 1.35, the case worked out below, the calculated image carries 77% of the power that entered the pupil. The normalized log-slope at the line edge comes out as 8.0 instead of 11.6, and the intensity in the middle of the dark line comes out almost ten times too small. The cure is an amplitude factor that depends on the ray angles on both sides of the lens. It has two forms, inverse to each other, which belong to two definitions of amplitude; using the wrong one doubles the error in the exponent instead of removing it.

## Conventions and result

The light is monochromatic with vacuum wavelength $\lambda$, $k_0=2\pi/\lambda$, and time factor $e^{-i\omega t}$. It travels towards $+z$. The object (mask) side has index $n_o$, the image side $n_i$, and both media are lossless. The lateral magnification is $M$, with $|M|=1/4$ for a fourfold reduction. On either side the field is a sum of propagating plane waves,

$$\mathbf E(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,\tilde{\mathbf E}(\mathbf q)\,e^{i(\mathbf q\cdot\mathbf r+k_z z)},\qquad k_z=nk_0\cos\theta,\quad |\mathbf q|=nk_0\sin\theta .$$

Here $\mathbf r$ and $\mathbf q$ are transverse vectors. I write $\mathbf q$ for the object side, $\mathbf Q$ for the image side, and $c_o=\cos\theta_o$, $c_i=\cos\theta_i$. Inside the pupil,

$$|\tilde{\mathbf E}_i(\mathbf q/M)|=|M|\,F\,|\tilde{\mathbf E}_o(\mathbf q)|,\qquad F=\sqrt{\frac{n_oc_o}{n_ic_i}} .\tag{1}$$

On the axis $F=\sqrt{n_o/n_i}$. The angular part is $f=F/F(0)=\sqrt{c_o/c_i}$.

The lens is assumed to be linear, to turn each object plane wave into one image plane wave, to lose no power inside the pupil, and to be aplanatic: a small shift $\mathbf d$ of the object near the axis shifts the image by $M\mathbf d$ and does nothing else.

## The sine condition from the shift property

Let the lens send $\mathbf q$ to $\mathbf Q(\mathbf q)$:

$$\tilde{\mathbf E}_i(\mathbf Q(\mathbf q))=L(\mathbf q)\,\tilde{\mathbf E}_o(\mathbf q),$$

where $L$ is a $2\times2$ matrix acting on the two polarizations. Shifting the object by $\mathbf d$ multiplies $\tilde{\mathbf E}_o(\mathbf q)$ by $e^{-i\mathbf q\cdot\mathbf d}$. Shifting the image by $M\mathbf d$ multiplies $\tilde{\mathbf E}_i(\mathbf Q)$ by $e^{-iM\mathbf Q\cdot\mathbf d}$. The two must agree, and to first order in $\mathbf d$ this reads $\mathbf q\cdot\mathbf d=M\mathbf Q\cdot\mathbf d$ for every direction of $\mathbf d$. Therefore

$$\mathbf Q=\mathbf q/M,\qquad n_o\sin\theta_o=|M|\,n_i\sin\theta_i .\tag{2}$$

This is the Abbe sine condition. It fixes how densely the plane waves are packed on the image side.

## Power carried by the spectrum

Each plane wave has the magnetic field $\tilde{\mathbf H}=\mathbf k\times\tilde{\mathbf E}/(\omega\mu_0)$. The power through a plane is the integral of $\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)_z$. The integral over $\mathbf r$ of $e^{i(\mathbf q-\mathbf q')\cdot\mathbf r}$ is $(2\pi)^2\delta(\mathbf q-\mathbf q')$, so waves of different $\mathbf q$ do not mix:

$$P=\frac{1}{2\omega\mu_0}\int\frac{d^2q}{(2\pi)^2}\,\mathrm{Re}\left[\tilde{\mathbf E}\times(\mathbf k\times\tilde{\mathbf E}^*)\right]_z .$$

The double product is $\mathbf k\,(\tilde{\mathbf E}\cdot\tilde{\mathbf E}^*)-\tilde{\mathbf E}^*(\mathbf k\cdot\tilde{\mathbf E})$. The second term vanishes because plane waves are transverse. With $k_z=nk_0\cos\theta$ and $k_0/(\omega\mu_0)=1/Z_0$, where $Z_0$ is the vacuum impedance,

$$P=\frac{1}{2Z_0}\int\frac{d^2q}{(2\pi)^2}\,n\cos\theta\,|\tilde{\mathbf E}(\mathbf q)|^2 .\tag{3}$$

The cosine is the projection of the energy flow on the axis. A steep wave needs a larger amplitude to carry the same power through the plane.

## The balance for each plane wave

On the image side the integration variable is $\mathbf Q$. Both of its components are scaled by $1/M$, so $d^2Q=d^2q/M^2$, and

$$P_i=\frac{1}{2Z_0}\int\frac{d^2q}{(2\pi)^2}\,\frac{n_ic_i}{M^2}\,\tilde{\mathbf E}_o^\dagger L^\dagger L\,\tilde{\mathbf E}_o .$$

Setting $P_i=P_o$ gives

$$\int d^2q\;\tilde{\mathbf E}_o^\dagger\left[\frac{n_ic_i}{M^2}L^\dagger L-n_oc_o\right]\tilde{\mathbf E}_o=0 .$$

This must hold for every object field that the pupil accepts. Choosing fields concentrated around one $\mathbf q$, with any polarization, shows that the Hermitian matrix in the bracket has zero expectation value in every state. All its eigenvalues are then zero, and so is the matrix. Hence

$$L^\dagger L=M^2\,\frac{n_oc_o}{n_ic_i}\,\mathbb 1,\qquad L=|M|\,F\,U,\quad U^\dagger U=\mathbb 1 ,\tag{4}$$

which is equation (1). Power conservation for one particular object would not be enough, since an excess in one order could cover a deficit in another.

Energy leaves the unitary matrix $U$ free. It holds the aberration phase $\Phi$ and any polarization change. For a lens that keeps the $s$ and $p$ components separate and treats them alike,

$$U=e^{i\Phi}\left(\hat{\mathbf s}_i\hat{\mathbf s}_o^{T}+\hat{\mathbf p}_i\hat{\mathbf p}_o^{T}\right).$$

With $\varphi$ the azimuth of $\mathbf q$ and $\sigma=\mathrm{sign}\,M$, the unit vectors are

$$\hat{\mathbf s}_o=\hat{\mathbf s}_i=(-\sin\varphi,\cos\varphi,0),$$

$$\hat{\mathbf p}_o=(c_o\cos\varphi,\,c_o\sin\varphi,\,-\sin\theta_o),\qquad \hat{\mathbf p}_i=(c_i\cos\varphi,\,c_i\sin\varphi,\,-\sigma\sin\theta_i).$$

The sign $\sigma$ keeps $\hat{\mathbf p}_i$ perpendicular to the image wave, whose transverse direction is reversed when $M<0$.

## What the factor means

A perfectly scaled copy of the object field, with $\int|\mathbf E|^2d^2r$ preserved, is $\mathbf E_o(\mathbf r/M)/|M|$. Substituting $\mathbf r=M\mathbf r'$ in its Fourier integral gives a factor $M^2$ from the area element, so its spectrum is $|M|\,\tilde{\mathbf E}_o(M\mathbf Q)$. Comparison with (1) shows that $F$ is the departure from scaled copying. When $|M|n_i<n_o$, as for the fourfold reduction lens treated below, (2) gives $\theta_o<\theta_i$ and $f$ grows towards the pupil edge. Such a lens cannot deliver a scaled copy of the mask field at high aperture: the modulus of the amplitude of steep waves is raised relative to that of waves near the axis. For the $s$ component this amplifies fine detail. For the $p$ component the vector also tilts: its part in the image plane is multiplied by $f\,c_i/c_o=1/f$ relative to the axis, so it is weakened, and the rest goes into $E_z$.

If $|M|=1$ and $n_o=n_i$, the angles on both sides are equal and $F=1$ across the pupil. For strong reduction $c_o\to1$ and $f\to1/\sqrt{c_i}$. When $c_i\to0$ the amplitude diverges, but $c_i|\tilde{\mathbf E}_i|^2$, which measures the power, stays finite.

## Diffraction orders of a periodic mask

Let the mask field have order amplitudes $\mathbf a_g$ and unit-cell area $A_o$. The image cell has area $M^2A_o$ and order amplitudes $\mathbf b_g$. The power per cell in one order is the area times $n\cos\theta\,|\text{amplitude}|^2/(2Z_0)$, so

$$M^2A_o\,n_ic_i|\mathbf b_g|^2=A_o\,n_oc_o|\mathbf a_g|^2\quad\Rightarrow\quad|\mathbf b_g|=\frac{F}{|M|}\,|\mathbf a_g| .\tag{5}$$

The prefactor is $1/|M|$ here and $|M|$ in (1), because a discrete order is a delta function in $\mathbf q$ and $\delta(\mathbf Q-\mathbf g/M)=M^2\,\delta(M\mathbf Q-\mathbf g)$. The angular factor $f$ is the same.

## Amplitudes on the reference spheres

The field can also be described by its amplitude on a sphere of large radius $R$ around the object or image point. To convert, evaluate the plane-wave integral at distance $R$ in direction $\theta$ by stationary phase. The phase $\mathbf q\cdot\mathbf r+k_zz$ is stationary where $\mathbf r=\mathbf q\,z/k_z$, that is, for the wave travelling towards the observation point. With $k=nk_0$ and $z=R\cos\theta$, its second derivatives are

$$-\frac{z}{k_z}=-\frac Rk\quad\text{(azimuthal)},\qquad -\frac{zk^2}{k_z^3}=-\frac{R}{k\cos^2\theta}\quad\text{(radial)} .$$

The two-dimensional Gaussian integral has modulus $2\pi$ divided by the square root of their product, which is $2\pi k\cos\theta/R$. Together with the prefactor $1/(2\pi)^2$, to leading order in $1/(kR)$,

$$|\mathbf E_{\rm sphere}|=\frac{k\cos\theta}{2\pi R}\,|\tilde{\mathbf E}| .\tag{6}$$

The modulus is the same for a wave converging towards the image. Using (6) on both sides with (1),

$$\frac{R_i|\mathbf E_{i,\rm sphere}|}{R_o|\mathbf E_{o,\rm sphere}|}=\frac{n_ic_i}{n_oc_o}\,|M|\sqrt{\frac{n_oc_o}{n_ic_i}}=|M|\sqrt{\frac{n_ic_i}{n_oc_o}} .\tag{7}$$

The angular part is now $1/f$. Both forms describe the same lens. The extra cosine sits in the integration measure: $d^2Q=k_i^2c_i\,d\Omega_i$, so an image integral over solid angle with sphere amplitudes equals, up to a constant factor, an integral over $\mathbf Q$ with spectral amplitudes.

Equation (7) can be seen at work in a single refracting surface. A glass sphere of index 2 and unit radius, in vacuum, takes rays aimed at a point 2 units beyond its centre and brings them to a focus 0.5 units beyond the centre, with $M=1/4$. Tracing rays by Snell's law, with surface reflection ignored, gives $\sin\theta_i=0.9$ for $\sin\theta_o=0.45$, as (2) requires. Power per solid angle is proportional to $nR^2|\mathbf E|^2$, so the amplitude gain is $\sqrt{n_o\,d\Omega_o/(n_i\,d\Omega_i)}$. With the solid angles taken from the traced rays by numerical differentiation, this is 0.2470. Equation (7) gives

$$0.25\sqrt{\frac{2\sqrt{1-0.9^2}}{\sqrt{1-0.45^2}}}=0.2470 .$$

## Size of the factor across a pupil

Take $\lambda=193$ nm, $n_o=1$, an immersion liquid with $n_i=1.44$, a numerical aperture of 1.35 and $|M|=1/4$.

| $n_i\sin\theta_i$ | $c_o$ | $c_i$ | $f$ | $1/f$ |
|---|---|---|---|---|
| 0 | 1.000 | 1.000 | 1.000 | 1.000 |
| 0.45 | 0.994 | 0.950 | 1.023 | 0.978 |
| 0.90 | 0.974 | 0.781 | 1.117 | 0.895 |
| 1.20 | 0.954 | 0.553 | 1.314 | 0.761 |
| 1.35 | 0.941 | 0.348 | 1.645 | 0.608 |

Most of the rise lies in the outer part of the pupil, where $c_i$ falls fast. Replacing $f$ by $1/\sqrt{c_i}$ gives 1.695 at the edge, 3% above the full value.

## Worked example: lines and spaces

A thin binary mask has equal lines and spaces with a period of 600 nm, which gives an image period $p=150$ nm. It is lit along the axis with the electric field parallel to the lines. The mask field is taken as the incident field times a transmission of 1 or 0. Its orders are

$$a_0=\tfrac12,\qquad a_1=\int_{-1/4}^{1/4}\cos(2\pi u)\,du=\frac1\pi=0.3183 .$$

The first order has $n_i\sin\theta_i=193/150=1.287$ and passes the pupil. The second, at twice this value, does not. From the angles,

$$c_o=\sqrt{1-(1.287/4)^2}=0.947,\quad c_i=\sqrt{1-(1.287/1.44)^2}=0.449,\quad f=\sqrt{0.947/0.449}=1.452 .$$

The field is $s$-polarized in all three orders and stays parallel to the lines, so the amplitudes add as scalars. In focus, without aberrations, and relative to a clear mask,

$$I(x)=\left[a_0+b\cos(2\pi x/p)\right]^2,\qquad b=2a_1f=0.924 .$$

Without the factor, $b=2a_1=0.637$.

**Power.** The mask-side power in the three orders that pass the pupil is proportional to $a_0^2+2a_1^2c_o$. In the image it is $a_0^2+2a_1^2f^2c_i$, which is the same because $f^2c_i=c_o$. With $f$ replaced by 1, the ratio is

$$\frac{0.25+2(0.3183)^2(0.449)}{0.25+2(0.3183)^2(0.947)}=0.772 .$$

**Edge.** At $x=p/4$ the cosine vanishes and $I=a_0^2=0.25$ in both cases. The field slope there has modulus $2\pi b/p$, so $|d\ln I/dx|=2(2\pi b/p)/a_0$. Multiplied by the line width $p/2$, this gives the normalized log-slope

$$\frac{2\pi b}{a_0}=\frac{4\pi a_1f}{a_0}=8f=11.6,$$

against 8.0 without the factor.

**Bright and dark centres.** At $x=0$ the intensity is $(0.5+0.924)^2=2.03$, against 1.29 without the factor. A value above 1 does not violate energy conservation: $I$ measures $|\mathbf E|^2$ at one point of an interference pattern. The local flux there, $(a_0+b)(a_0+bc_i)=1.30$, also exceeds 1. Energy bounds only the flux averaged over a period, which is 0.442. At $x=p/2$ the field is $0.5-0.924=-0.424$ and the intensity is 0.180, against 0.019. Since $b>a_0$, the field has changed sign, and the dark centre is a small secondary maximum between two zeros.

For this polarization the factor thus steepens the edge and raises the secondary maximum together. This is not true of the other polarization. With the electric field across the lines and the same order amplitudes, the log-slope at $x=p/4$ is $2\pi a_0bc_i/(a_0^2+b^2\sin^2\theta_i)$, which is 1.40 with the factor and 1.57 without. All these values belong to the image in the liquid. A detector with the index of the liquid, responding above a fixed intensity threshold set at the edge value 0.25, would reach that threshold in the dark centre when the dose is raised by a factor $0.25/0.180=1.39$. The calculation without the factor would put this at about 13. Both values hold in focus only: the margin of 1.39 falls to 1.0 at a defocus of 15 nm in the liquid. They also rest on the thin-mask amplitudes. For an absorber of index $0.84+1.65i$ on a substrate of index 1.56, a rigorous grating calculation at thicknesses of 50, 70 and 100 nm gives log-slopes of 10.2, 11.7 and 12.9 and margins of 2.5, 1.3 and 0.9. The factor $f$ itself does not depend on the mask.

These margins do not carry over to a resist of higher index. Its surface lowers the amplitude of the first orders relative to the zeroth order, which lowers both the log-slope and the secondary maximum. For index 1.7 the ratio is 0.802. Most of it, a factor 0.829, comes from refraction towards the axis, since a less steep wave needs less amplitude for the same power. Reflection loss contributes only 0.968. For a resist of index 1.7 with no reflection from below, the margin in the plane of focus is about 4.3. It falls quickly away from that plane, because the orders drift out of phase: at a distance of 40 nm in the resist it is about 0.94, so the dark centre is there already brighter than the line edge. The value 4.3 therefore does not describe a resist film of ordinary thickness as a whole.

## Use and limits

For each order, find $\theta_i$ and $\theta_o$ from (2), multiply the amplitude by $F/|M|$, and apply $U$. With sphere amplitudes use (7) and integrate over solid angle. Summing $n\cos\theta\,|\text{amplitude}|^2$ times the cell area on both sides, over the orders inside the pupil, exposes a missing or inverted factor at once.

The angle $\theta_i$ belongs to the medium in which the amplitude is stated. To go from the liquid into the resist, multiply by the transmission coefficients of the film stack. Putting the resist index into $F$ as well would count the refraction twice.

The formula changes when an assumption fails:

- If the lens transmits a fraction $T(\mathbf q)$ of the power, alike for both polarizations, the amplitude gains a further factor $\sqrt{T}$.
- If the magnifications $M_x$ and $M_y$ differ, then $\mathbf Q=(q_x/M_x,\,q_y/M_y)$ and $d^2Q=d^2q/|M_xM_y|$. In (1), $|M|$ becomes $\sqrt{|M_xM_y|}$, and $F$ keeps its form with the angles taken from the new $\mathbf Q$.
- If the lens violates the sine condition, the factor $1/M^2$ in the balance is replaced by the Jacobian $|\partial\mathbf Q/\partial\mathbf q|$ of the actual ray mapping.
- If the lens scatters light between plane waves, the balance holds for the sum over outgoing waves and no longer fixes each amplitude by itself.
